# Unfolding weights of supercell states from plane waves and translations, part 2

The unfolding weight $P_{Km}(k)$ says how strongly a supercell eigenstate $|Km\rangle$ of a one-electron Hamiltonian $H$ belongs to the primitive wave vector $k$. Part I derived it from plane waves; Part II rederives it from primitive translations. Hartree atomic units are used. Until the final comparison, spin is ignored and the inner product is $\int\phi^*\psi$, over a periodic region of whole supercells or, at equal $K$, one supercell.

The rows of $a$ and $A=Ma$ are the primitive and supercell vectors $a_i$, $A_i$; $M$ is integer, $N=|\det M|$, and $\Omega$ is the supercell volume. The reciprocal bases are $b$ and $B=M^{-T}b$. Primitive and supercell lattice vectors are $r$, $R$; reciprocal vectors are $g$, $G$. Every $R$ is an $r$, every $g$ a $G$. $G=nB$ is a $g$ exactly when $nM^{-T}$ is integer. Representatives of the $N$ classes are $G_j$ (modulo $g$) and $r_l$ (modulo $R$), with $G_0=r_0=0$ and $k_j=K+G_j$.

States are $|Km\rangle=\sum_GC_{Km}(G)|K+G\rangle$, with energy $E_{Km}$, and $|kn\rangle=\sum_gc_{kn}(g)|k+g\rangle$, Bloch states of a primitive-periodic reference $H_0$. $V_G$ are Fourier coefficients of the potential $V$.

$$P_{Km}(k)=\sum_n|\langle kn|Km\rangle|^2, \tag{6}$$
$$\sum_n c_{kn}(g')\,c^*_{kn}(g)=\delta_{gg'}. \tag{9}$$
$$P_{Km}(k)=\sum_g|C_{Km}(k-K+g)|^2. \tag{10}$$
$$\sum_{j=0}^{N-1}P_{Km}(k_j)=\sum_j\sum_g|C_{Km}(G_j+g)|^2=\sum_G|C_{Km}(G)|^2=1. \tag{12}$$
$$A(k_j,E)=\sum_mP_{Km}(k_j)\,\delta(E-E_{Km}) \tag{14}$$

Perfect crystal, nondegenerate at $K$:
$$P_{Km}(k_j)=\delta_{j,j_0}\quad\text{for one } j_0. \tag{16}$$

Perfect crystal, $D$-fold level, states $\psi_\mu=\sum_sU_{\mu s}|s\rangle$, $\nu_j$ primitive states $|s\rangle$ at $k_j$:
$$P_\mu(k_j)=\sum_{s\in j}|U_{\mu s}|^2,\qquad \sum_{\mu=1}^DP_\mu(k_j)=\sum_{s\in j}\sum_\mu|U_{\mu s}|^2=\nu_j. \tag{17}$$

Phase sums:
$$\frac1N\sum_le^{iG\cdot r_l}=\begin{cases}1,&G\in\{g\}\\0,&\text{otherwise.}\end{cases} \tag{18}$$
$$\frac1N\sum_je^{-iG_j\cdot r}=\begin{cases}1,&r\in\{R\}\\0,&\text{otherwise.}\end{cases} \tag{19}$$

Model: $V=2V_1\cos x+2W\cos(x/3)$, $a=2\pi$ bohr, $N=3$, $V_1=-0.1$ Ha, $G=n/3$. At $K=0.1$, $k_0,k_1,k_2=0.1,\ 0.433333,\ -0.233333$ bohr$^{-1}$; lowest $W=0$ bands there: $-0.033838$, $0.012481$, $-0.018371$ Ha. Primitive matrices use 25 plane waves; the supercell grid has 192 points. State 0, the lowest at $W=0.01$ Ha, has class sums $0.831767$, $0.010822$, $0.157412$.

### The projector built from translations

Define $T(r)\psi(x)=\psi(x+r)$. These operators obey $T(r)T(r')=T(r+r')$. They are unitary on the periodic region because a shift of the integration variable leaves $\int\phi^*\psi$ unchanged, so $T(r)^\dagger=T(-r)$. A primitive Bloch function at $k$ is one with $T(r)\phi=e^{ik\cdot r}\phi$ for all $r$. The sector $K$ is the space of functions with $T(R)\psi=e^{iK\cdot R}\psi$ for all $R$. Translations commute, so every $T(r)$ maps the sector into itself.

The selection rule follows from unitarity: $\langle\phi|\psi\rangle=\langle T(R)\phi|T(R)\psi\rangle=e^{i(K-k)\cdot R}\langle\phi|\psi\rangle$. Unless $e^{i(K-k)\cdot R}=1$ for all $R$, which means that $k-K$ is a $G$, the overlap is zero.

For $k-K\in\{G\}$ define, on the sector $K$,

$$\Pi_k=\frac1N\sum_le^{-ik\cdot r_l}\,T(r_l). \tag{20}$$

Replacing $r_l$ by $r_l+R$ multiplies a term by $e^{-ik\cdot R}e^{iK\cdot R}=1$, so (20) is independent of the representatives. Three properties identify this operator.

First, its output is a Bloch function at $k$. For any primitive $r$,

$$T(r)\Pi_k=\frac1N\sum_le^{-ik\cdot r_l}T(r_l+r)=e^{ik\cdot r}\,\frac1N\sum_le^{-ik\cdot(r_l+r)}T(r_l+r)=e^{ik\cdot r}\,\Pi_k, \tag{21}$$

because the vectors $r_l+r$ are another set of representatives. Second, a Bloch function at $k$ is left unchanged: each term of (20) gives $e^{-ik\cdot r_l}e^{ik\cdot r_l}\phi=\phi$, and the average of $N$ equal terms is $\phi$. The two properties together give $\Pi_k^2=\Pi_k$ and show that the range of $\Pi_k$ is exactly the space of Bloch functions at $k$. Third, $\Pi_k^\dagger=\frac1N\sum_le^{+ik\cdot r_l}T(-r_l)=\Pi_k$, because the vectors $-r_l$ are also a set of representatives. A Hermitian idempotent operator is the orthogonal projector on its range, and for any orthonormal basis $|kn\rangle$ of that range it equals $\sum_n|kn\rangle\langle kn|$. The definition (6) is its expectation value:

$$P_{Km}(k)=\langle Km|\Pi_k|Km\rangle=\frac1N\sum_le^{-ik\cdot r_l}\,t_l,\qquad t_l=\int\psi^*_{Km}(x)\,\psi_{Km}(x+r_l)\,dx. \tag{22}$$

The weight is the discrete Fourier transform of the overlap of the state with its own copies shifted by primitive vectors. No basis has been used.

Write $\Pi_j$ for $\Pi_{k_j}$. Applying (21) term by term and then (18),

$$\Pi_j\Pi_{j'}=\frac1N\sum_le^{-ik_j\cdot r_l}e^{ik_{j'}\cdot r_l}\,\Pi_{j'}=\frac1N\sum_le^{i(G_{j'}-G_j)\cdot r_l}\,\Pi_{j'}=\delta_{jj'}\Pi_j,$$

since $G_{j'}-G_j$ is a $g$ only for $j=j'$. Summing (20) over $j$ and using (19), where only $r_0=0$ is an $R$,

$$\sum_j\Pi_j=\sum_le^{-iK\cdot r_l}\,T(r_l)\,\frac1N\sum_je^{-iG_j\cdot r_l}=T(0)=1. \tag{23}$$

The expectation value of (23) is the sum rule (12), and $P=\langle\psi|\Pi^\dagger\Pi|\psi\rangle=\|\Pi\psi\|^2\ge0$.

The plane-wave formula needs one more line. A plane wave obeys $T(r)|K+G\rangle=e^{i(K+G)\cdot r}|K+G\rangle$, so

$$\Pi_k|K+G\rangle=\Big[\frac1N\sum_le^{i(K+G-k)\cdot r_l}\Big]|K+G\rangle.$$

The vector $K+G-k$ is a supercell reciprocal vector, so (18) applies, and the bracket is 1 when $K+G-k=g$ and 0 otherwise. Acting on $\sum_GC(G)|K+G\rangle$, the projector keeps the terms $G=k-K+g$, and the squared norm of what is kept is $\sum_g|C(k-K+g)|^2$, which is (10).

### The perfect crystal: a commuting projector

Let $[H,T(r)]=0$ for all primitive $r$. This is the only property of $H$ that is needed. The operator (20) is a linear combination of translations, so $[H,\Pi_j]=0$. If $H\psi=E\psi$, then $H\,\Pi_j\psi=\Pi_jH\psi=E\,\Pi_j\psi$, and $\Pi_j\psi$ lies in the sector $K$. If $E$ is nondegenerate in the sector, $\Pi_j\psi=\lambda\psi$. Applying $\Pi_j$ again gives $\lambda^2\psi=\Pi_j^2\psi=\Pi_j\psi=\lambda\psi$, so $\lambda$ is 0 or 1, and $P=\langle\psi|\Pi_j|\psi\rangle=\lambda$. By (23) exactly one $j$ has $\lambda=1$. For a degenerate level with projector $Q$ in the sector, $Q$ is a function of $H$ and commutes with $\Pi_j$. Then $(Q\Pi_j)^2=Q^2\Pi_j^2=Q\Pi_j$ and $Q\Pi_j$ is Hermitian, so it is a projector, and $\sum_\mu P_\mu(k_j)=\mathrm{Tr}(Q\Pi_j)$ is the dimension of its range, the number $\nu_j$ of Bloch states at $k_j$ with energy $E$. This is (17).

The hypothesis concerns $H$, not only the atomic positions. A self-consistent solution in a supercell may break the primitive period by itself, through magnetic or charge order, and then $[H,T(r)]\ne0$ although the atoms sit on the perfect lattice. A real-space grid that is not mapped onto itself by primitive translations breaks the commutation numerically. In both cases nondegenerate states may have fractional weights.

### Worked example: overlaps with shifted copies

In the model $r_l=la$ with $l=0,1,2$. For state 0 at $W=0.01$ Ha, the wavefunction is summed from its plane-wave coefficients at $x$ and at $x+la$ on the 192-point grid, and the averages give

$$t_0=1,\qquad t_1=0.679482+0.336753\,i,\qquad t_2=0.110299+0.750288\,i.$$

Since $T(2a)=T(3a)T(-a)$, one has $t_2=e^{3iKa}t_1^*$, and $e^{3iKa}=e^{3ik_ja}$ for each $j$. Therefore $e^{-2ik_ja}t_2=e^{ik_ja}t_1^*$, the conjugate of the $l=1$ term, and with $\theta_j=k_ja$

$$P(k_j)=\tfrac13\left[1+2\left(\cos\theta_j\,\mathrm{Re}\,t_1+\sin\theta_j\,\mathrm{Im}\,t_1\right)\right].$$

The angles are $k_j\times360^\circ$ with $k_j$ in bohr$^{-1}$.

- $\theta_0=36^\circ$: $0.80902\times0.679482+0.58779\times0.336753=0.74765$, so $P=(1+1.49530)/3=0.83177$.
- $\theta_1=156^\circ$: $-0.91355\times0.679482+0.40674\times0.336753=-0.48377$, so $P=(1-0.96754)/3=0.01082$.
- $\theta_2=-84^\circ$: $0.10453\times0.679482-0.99452\times0.336753=-0.26388$, so $P=(1-0.52776)/3=0.15741$.

These are the class sums of Part I. Formula (22) can also be applied with no plane waves at all. The second derivative is replaced by the three-point difference on 100 and on 200 points per primitive cell, with the boundary condition $\psi(x+3a)=e^{3iKa}\psi(x)$, and $T(a)$ becomes a shift of the grid index. The discretization error starts at order $h^2$ in the spacing $h$, so $(4P_{200}-P_{100})/3$ removes the leading term. The result for state 0 is $0.831767$, $0.010822$, $0.157412$, and over the four lowest states the largest absolute difference from the plane-wave weights is $1.9\times10^{-9}$.

### Time reversal and weights of one half

Let $H$ be real, as for spinless electrons with no magnetic field, periodic or not on the primitive lattice. If $\psi$ is an eigenfunction in the sector $K$, then $\psi^*$ is one in the sector $-K$ with the same energy. Its overlaps in (22) are $t_l^*$, so its weight at $-k$ is $\frac1N\sum_le^{+ik\cdot r_l}t_l^*$, the conjugate of the real number $P_\psi(k)$. Hence $P_{\psi^*}(-k)=P_\psi(k)$. If $2K$ is a $G$, as at $K=0$, both functions are in the same sector, and a nondegenerate state equals its conjugate up to a phase:

$$P(k)=P(-k). \tag{24}$$

In a perfect crystal, (24) and (16) are compatible only if $k_{j_0}\equiv-k_{j_0}$ modulo $g$. States at other points must be degenerate, in pairs $\pm k$. Let a real perturbation of strength $W$ split such a pair, with all other levels a finite distance away. The amplitudes outside the pair are of order $W$, so $P(k)+P(-k)=1-O(W^2)$, and (24) gives $P(\pm k)=\tfrac12-O(W^2)$ however small $W$ is. In the model at $K=0$ the points $\pm1/3$ bohr$^{-1}$ form a pair at $-0.001833$ Ha for $W=0$. They differ by $2/3\equiv-1/3$ modulo 1, so $\cos(x/3)$ couples them directly. Diagonalizing at $W=10^{-5}$ Ha gives a splitting of $1.52\times10^{-5}$ Ha and weights $(0,\,0.5,\,0.5)$ to six decimals for both states. A weight of one half here does not indicate strong scattering. In (14) the two half weights lie $1.5\times10^{-5}$ Ha apart and merge into one peak of unit total weight once the broadening is large enough: two equal Gaussians merge when their standard deviation exceeds half the separation, and two equal Lorentzians when their full width at half maximum exceeds $\sqrt3$ times the separation.

### Weak breaking of the period

Write $H=H_0+Wv$, where $H_0$ has the primitive period and $v$ has no matrix elements within a class. A local perturbation is brought to this form by moving its Fourier components on $\{g\}$ into $H_0$; for a general operator $v'$ the part moved is $\sum_j\Pi_jv'\Pi_j$, which commutes with primitive translations. The moved part makes $H_0$ depend on the strength of the perturbation, so the states, gaps and coefficients below are those of this modified $H_0$; in an expansion about the unmodified crystal the moved part would contribute to the cubic term. Let $|0\rangle=|k_0n\rangle$ be nondegenerate at $K$, and expand $|\psi\rangle=|0\rangle+W\sum_s\alpha_s|s\rangle+W^2\sum_s\beta_s|s\rangle+\dots$ over the other eigenstates of $H_0$, with $E=E_0+WE^{(1)}+W^2E^{(2)}+\dots$. The order $W$ of $H\psi=E\psi$, projected on $\langle0|$, gives $E^{(1)}=v_{00}=0$, and projected on $\langle s|$ gives $(E_s-E_0)\alpha_s+v_{s0}=0$. The order $W^2$ projected on $\langle s|$ gives $(E_s-E_0)\beta_s+\sum_tv_{st}\alpha_t=E^{(1)}\alpha_s=0$. So

$$\alpha_s=\frac{v_{s0}}{E_0-E_s},\qquad\beta_s=\frac{\sum_tv_{st}\,\alpha_t}{E_0-E_s}.$$

The squared norm of $\psi$ is $1+O(W^2)$. For $j\ne0$ the weight is $\sum_{s\in j}|W\alpha_s+W^2\beta_s+\dots|^2$ divided by that norm. The numerator starts at $W^2$, so the norm matters first at $W^4$:

$$P(k_j)=c_2W^2+c_3W^3+O(W^4),\qquad c_2=\sum_{s\in j}|\alpha_s|^2,\qquad c_3=2\,\mathrm{Re}\sum_{s\in j}\alpha_s^*\beta_s. \tag{25}$$

In $\beta_s$ the state $t$ cannot be in class $j$, where $v_{st}=0$, nor in class 0, where $\alpha_t=0$. For $N=3$ it lies in the third class.

In the model $v=2\cos(x/3)$ shifts $n$ by $\pm1$, and its matrix elements are averages over the 192-point grid. Among the lowest-band states they are $v_{10}=0.921329$, $v_{20}=0.982398$ and $v_{12}=0.803411$, with subscripts naming the classes. All three can be taken positive: the primitive matrices have negative off-diagonal elements $V_1$, so replacing the real coefficients of a vector by their moduli cannot raise its energy. The vector of moduli of the lowest eigenvector is then also a lowest eigenvector, and since that level is nondegenerate the two agree up to an overall sign. The coefficients therefore have one sign, and each element is a sum of products of such coefficients. The gaps are $\Delta_1=-0.033838-0.012481=-0.046319$ Ha and $\Delta_2=-0.033838+0.018371=-0.015467$ Ha. The lowest-band terms give $c_2\approx(0.921329/0.046319)^2=395.6$ at $k_1$ and $(0.982398/0.015467)^2=4034$ at $k_2$; with all 25 bands the values are $397.9$ and $4034.6$ Ha$^{-2}$. For the cubic term the lowest bands give $c_3/c_2\approx2\beta/\alpha$, that is

$$\frac{2v_{12}v_{20}}{v_{10}\Delta_2}=\frac{1.5785}{-0.014250}=-110.8,\qquad\frac{2v_{12}v_{10}}{v_{20}\Delta_1}=\frac{1.4804}{-0.045504}=-32.5,$$

against $-108.4$ and $-30.7$ Ha$^{-1}$ with all bands. The relative correction $c_3/c_2$ is the larger at $k_1$ because its indirect path runs through the small gap $\Delta_2$. The coefficient $c_3$ itself is larger in magnitude at $k_2$, $-1.24\times10^{5}$ against $-4.3\times10^{4}$ Ha$^{-3}$, because $c_2$ is ten times larger there.

Measured relative to $c_2W^2$ and taking the worse of the two points, the second-order weight differs from exact diagonalization by $1.09\times10^{-2}$ at $W=10^{-4}$ Ha and $1.08\times10^{-3}$ at $10^{-5}$ Ha, close to $108.4\,W$. With the cubic term the differences fall to $1.27\times10^{-4}$ and $1.27\times10^{-6}$, in proportion to $W^2$. At $W=10^{-3}$ Ha the weights at $(k_1,k_2)$ are $(0.000398,\,0.004035)$ in second order, $(0.000355,\,0.003911)$ in third order and $(0.000354,\,0.003863)$ exactly. For an isolated pair of levels with $y=Wv/|\Delta|$ the mixing angle obeys $\tan2\theta=2y$, so $\sin^2\theta=\tfrac12[1-(1+4y^2)^{-1/2}]=y^2-3y^4+\dots$, a relative correction $-3y^2$. With $y^2\approx0.004035$ this is $-0.012$, and the remainder at $k_2$ is $(0.003863-0.003911)/0.004035=-0.012$. The agreement indicates that the two-level term supplies most of the fourth order at $k_2$: it predicts a relative correction of $3\times4034\,W^2=1.21\times10^{4}\,W^2$ in magnitude, against the $1.27\times10^{4}\,W^2$ found above. This holds for $k_2$, which has the small gap, and does not carry over to $k_1$. At $W=0.01$ Ha, where $y=0.01\times0.982/0.0155\approx0.63$ is not small, the truncated series is useless: second order gives $0.403$ at $k_2$ against the exact $0.157$, and third order gives a negative weight, $-0.0033$, at $k_1$.

### A supercell with non-symmetric $M$

Take $a_1=(5,0)$ and $a_2=(1.5,4.5)$ bohr, with $A_1=2a_1+a_2$ and $A_2=-a_1+2a_2$, so $N=5$ and

$$M=\begin{pmatrix}2&1\\-1&2\end{pmatrix},\qquad M^{-T}=\frac15\begin{pmatrix}2&1\\-1&2\end{pmatrix},\qquad nM^{-T}=\tfrac15\,(2n_1-n_2,\ n_1+2n_2).$$

Both entries are integers exactly when $n_2\equiv2n_1 \pmod 5$, so the class is $j=(n_2-2n_1)\bmod5$ with $G_j=jB_2$. For $K=0.13B_1+0.29B_2$, $k_0=\tfrac15(0.26-0.29,\ 0.13+0.58)=(-0.006,\,0.142)$ in units of $b$. Each step in $j$ adds $(-0.2,\,0.4)$, giving after reduction $k_1=(-0.206,-0.458)$, $k_2=(-0.406,-0.058)$, $k_3=(0.394,0.342)$ and $k_4=(0.194,-0.258)$.

Each primitive cell holds Gaussian wells $-u\,e^{-|x-\tau|^2/2\sigma^2}$ with $\sigma=1$ bohr, of depth $u=1.0$ Ha at $(0,0)$ and $0.5$ Ha at $(2,1.5)$ bohr. A well contributes $-u\,(2\pi\sigma^2/\Omega)\,e^{-G^2\sigma^2/2}e^{-iG\cdot\tau}$ to $V_G$, and the ten wells of the supercell are summed explicitly. The cutoff $|K+G|\le4.5$ bohr$^{-1}$ gives $37+34+37+36+37=181$ plane waves, and the numbers below refer to this finite matrix. For the perfect crystal the lowest 30 states are separated by more than $10^{-4}$ Ha, and their weights differ from 0 or 1 by at most $1.2\times10^{-15}$, the level of rounding error. If $M^{-1}$ is used in place of $M^{-T}$ the label becomes $n_2+2n_1$, which equals $4n_1+j$ within a true class and so varies with $n_1$. The largest distance from 0 or 1 is then $0.446$, which imitates strong disorder in a crystal that has none.

With the deep well at the origin reduced to $0.6$ Ha and the shallow well at $a_2+(2,1.5)=(3.5,\,6.0)$ bohr moved by $(0.3,-0.2)$ bohr, the lowest state, at $-0.445$ Ha, has weights $(0.914,\,0.009,\,0.041,\,0.017,\,0.019)$ on $k_0,\dots,k_4$, while the third, at $-0.350$ Ha, is spread as $(0.007,\,0.173,\,0.395,\,0.159,\,0.266)$. At $K=0$, where $-G_1\equiv G_4$ and $-G_2\equiv G_3$, the second state has $(0.0027,\,0.0007,\,0.4980,\,0.4980,\,0.0007)$, which obeys (24) although the structure has no inversion centre.

### What each derivation assumes

Both routes need an integer $M$, the definition (6) with a complete set of bands, and an orthonormal inner product that is invariant under primitive translations. They differ in what they take as given.

The first takes the Fourier form of Bloch states on both lattices and the completeness relation (9) of a reference Hamiltonian, which enters only to drop out. Its sum rule is a partition of plane waves into classes. Its proof of (16) used a local potential; a nonlocal one requires showing separately that $V(K+G,K+G')$ vanishes between classes. In return it gives the working formula at once, shows that the result survives any plane-wave cutoff, and shows what is lost when the band sum is truncated.

The second needs no reference Hamiltonian and no basis, only the unitary translations and the phase sums (18) and (19). Independence of the reference is built in, and (16) needs only $[H,T(r)]=0$, which covers nonlocal pseudopotentials and exchange operators that have the primitive period. Plane waves enter in a single line. In a finite basis, (22) still gives the weight of the computed function, but (16) requires that primitive translations map the basis space onto itself. Any set of plane waves satisfies this because $T$ is diagonal on them, as does a commensurate grid or a set of atom-centred orbitals on a perfect lattice. For displaced atoms, $t_l$ requires overlaps between orbitals and their shifted copies.

The shared assumption about the inner product fails for pseudo-wavefunctions of the projector augmented-wave or ultrasoft type. If $\psi=\mathcal T\tilde\psi$ is the full function, then $P=\langle\tilde\psi|\mathcal T^\dagger\Pi_k\mathcal T|\tilde\psi\rangle$, and $\sum_G|\tilde C|^2\neq1$ in general. When $\mathcal T$ commutes with primitive translations this reduces to $\langle\tilde\psi|S\,\Pi_k|\tilde\psi\rangle$ with $S=\mathcal T^\dagger\mathcal T$. Even then $S$ cannot be replaced by a common factor for a state spread over several $k_j$, so (10) applied to rescaled pseudo-coefficients is an approximation. With a defect $\mathcal T$ in general does not commute with primitive translations, and the reduced form is not exact either. For spinors, $T(r)$ acts alike on both components, so (10) gains a sum over spin. In a perfect crystal, when inversion combined with time reversal makes every level twofold, both partners have the same $k$, so by (17) the weights remain 0 or 1 as long as no level from another folded point has the same energy.
